\section*{Ion-beam ripples that escape the quadratic term: two derivations, part 2}

An ion beam striking a solid obliquely leaves ripples, whose height is usually limited by a quadratic dependence of the erosion rate on slope. The surface height $h(x,y,t)$, positive outward, with $x$ along the projected beam, obeys the small-slope model
$$h_t=\nu_xh_{xx}+\nu_yh_{yy}-K\nabla^4h+\tfrac12\left(\lambda_xh_x^2+\lambda_yh_y^2\right),$$
with $K>0$ and $\lambda_x\lambda_y<0$. Subscripts on $h$ denote derivatives.

The first derivation inserted a straight-crested profile $h=F(u,t)$, with $u=cx+sy$, $c=\cos\theta$ and $s=\sin\theta$. Its quadratic coefficient is $\lambda(\theta)=\lambda_xc^2+\lambda_ys^2$. This vanishes for a cancellation ripple, which has
$$s^2=\frac{-\lambda_x}{\lambda_y-\lambda_x},\qquad c^2=\frac{\lambda_y}{\lambda_y-\lambda_x}.$$
At wavenumber $k$ the ripple then has the growth rate $-\nu_ck^2-Kk^4$, where $\nu_c=\nu_xc^2+\nu_ys^2$. If $\nu_c<0$, the largest rate is $\sigma_*$, at $k=k_*$.

The second derivation used a periodic box and the Fourier series $h=\sum_{\mathbf p}h_{\mathbf p}(t)e^{i\mathbf p\cdot\mathbf r}$, which gives
\begin{equation}
\dot h_{\boldsymbol\kappa}=\sigma(\boldsymbol\kappa)h_{\boldsymbol\kappa}
-\tfrac12\sum_{\mathbf p+\mathbf q=\boldsymbol\kappa}
B(\mathbf p,\mathbf q)h_{\mathbf p}h_{\mathbf q},
\label{eq:modes}
\end{equation}
where
\begin{align}
B(\mathbf p,\mathbf q)&=\lambda_xp_xq_x+\lambda_yp_yq_y,\\
\sigma(\boldsymbol\kappa)&=-\nu_x\kappa_x^2-\nu_y\kappa_y^2-K|\boldsymbol\kappa|^4 .
\end{align}
If all occupied wavevectors initially lie on the line along $\mathbf n=(c,s)$, they stay on it: the line is closed. In the cancellation direction all couplings on it vanish, which confirms the first result.

The example, with illustrative parameters not fitted to any material, has $\nu_x=-0.04$ and $\nu_y=0.01\ \mathrm{nm^2/s}$, $K=0.4\ \mathrm{nm^4/s}$, $\lambda_x=1$ and $\lambda_y=-4\ \mathrm{nm/s}$. Hence $\theta=26.57^\circ$, $c^2=0.8$, $s^2=0.2$, $\nu_c=-0.030\ \mathrm{nm^2/s}$, $k_*=0.1936\ \mathrm{nm^{-1}}$, $\sigma_*=5.63\times10^{-4}\ \mathrm{s^{-1}}$ and $\mu=(\lambda_y-\lambda_x)sc=-2\ \mathrm{nm/s}$.

\subsection{What a cancellation ripple does to other waves}

The coupling coefficient also tells how the ripple acts on a disturbance. Let $\mathbf t=(-s,c)$ be the unit vector along the crests and $w$ the coordinate in that direction. Then
\begin{equation}
B(\mathbf n,\mathbf n)=0,\qquad
B(\mathbf n,\mathbf t)=-\lambda_xcs+\lambda_ysc=\mu .
\end{equation}
From the values of $s^2$ and $c^2$, $\mu^2=(\lambda_y-\lambda_x)^2s^2c^2=-\lambda_x\lambda_y$, so $\mu$ is not zero.

Take $h=F+\varphi$, with $F=A\cos(ku)$ and small $\varphi$. The ripple amplitudes are $F_{\pm\mathbf k}=A/2$, where $\mathbf k=k\mathbf n$. A disturbance wavevector $\boldsymbol\kappa=\kappa_u\mathbf n+q\mathbf t$ has $B(\mathbf k,\boldsymbol\kappa)=k\mu q$, whatever $\kappa_u$ is. In (\ref{eq:modes}) each pair occurs in two orders, which cancels the factor $\frac12$. To first order in $\varphi$,
\begin{equation}
\dot\varphi_{\boldsymbol\kappa}=\sigma(\boldsymbol\kappa)\varphi_{\boldsymbol\kappa}
-\tfrac12Ak\mu q\left(\varphi_{\boldsymbol\kappa-\mathbf k}
-\varphi_{\boldsymbol\kappa+\mathbf k}\right).
\label{eq:chain}
\end{equation}
The minus sign inside the bracket comes from $B(-\mathbf k,\cdot)=-B(\mathbf k,\cdot)$. In real space this is
\begin{equation}
\varphi_t=L\varphi+\mu F_u\varphi_w,
\label{eq:shear}
\end{equation}
where $L$ is the linear part of the surface equation. The last term carries the disturbance along the crests with velocity $-\mu F_u$. This velocity changes across the ripple, so it is a shear flow.

Its effect on the size of the disturbance can be found for any ripple direction. The linearized quadratic term is $\mathbf a\cdot\nabla\varphi$, with $\mathbf a=(\lambda_xF_x,\lambda_yF_y)$. Integration by parts over the periodic box gives
\begin{equation}
\int\varphi\,\mathbf a\cdot\nabla\varphi
=\tfrac12\int\mathbf a\cdot\nabla\varphi^2
=-\tfrac12\int\varphi^2\,\nabla\cdot\mathbf a
=-\tfrac12\lambda(\theta)\int F_{uu}\varphi^2 .
\end{equation}
For a cancellation ripple this vanishes: the shear neither creates nor destroys $\int\varphi^2$. For one noise pattern and $A=0.5\ \mathrm{nm}$, the numerical value relative to $\int\varphi^2$ is zero to rounding. A ripple of the same amplitude along $x$, with wavenumber $k_*c$, was tried at two phases a quarter period apart; the larger magnitude is $7.8\times10^{-4}\ \mathrm{s^{-1}}$.

The shear does, however, change the shape of the disturbance. With $L$ omitted and $F$ held fixed, (\ref{eq:shear}) has the solution $\varphi=\varphi_0(u,w+\mu F_ut)$. Its derivative across the ripple contains $\mu F_{uu}t\,\partial_w\varphi_0$, which grows with time. The disturbance is drawn out into short waves, and the term with $K$ damps them.

\subsection{The amplitude needed for protection}

Equation (\ref{eq:chain}) with $A$ held fixed is a matrix eigenvalue problem for each $q$. Consider a square box in which the ripple wavevector is $\mathbf k=q_0(2,1)$. Then $q_0=k_*/\sqrt5$ and the side is $2\pi/q_0=72.6\ \mathrm{nm}$. The largest real part of the eigenvalues, over disturbances with $q\ne0$, is as follows.

\begin{center}
\begin{tabular}{cc}
$A$ (nm) & largest rate ($10^{-4}\ \mathrm{s^{-1}}$)\\
0 & $8.8$\\
0.5 & $-2.1$\\
1.0 & $-6.8$\\
2.0 & $-14.6$
\end{tabular}
\end{center}

The sign changes at $A=0.25\ \mathrm{nm}$, or a slope amplitude $Ak_*=0.048$. Above this value, at all amplitudes scanned up to $3\ \mathrm{nm}$, the disturbances with $q\ne0$ eventually decay. Their rms height may rise at first, because the shear conserves $\int\varphi^2$ while $L$ still amplifies some waves.

Disturbances with $q=0$ are not sheared. In this box they are the ripple's own wave, where a disturbance only changes the amplitude and position of the ripple, and its harmonics. The first harmonic has $(2k_*)^2=0.15\ \mathrm{nm^{-2}}$ and rate $0.03(0.15)-0.4(0.15)^2=-4.5\times10^{-3}\ \mathrm{s^{-1}}$, so it decays, and higher ones decay faster.

The threshold belongs to this box. In a larger box smaller $q$ are allowed, and the shear term in (\ref{eq:chain}) is proportional to $q$. As $q\to0$ at fixed $A$, the rates tend to those of unsheared cancellation waves, some of which grow. On an unbounded surface no fixed amplitude therefore suppresses all disturbances.

The threshold also belongs to these parameters. In (\ref{eq:chain}) the amplitude enters only through the product $A\mu$, so at fixed $\nu_x$, $\nu_y$, $K$ and angle the threshold is inversely proportional to $|\mu|$. The example has $|\nu_c|/|\mu|=0.015\ \mathrm{nm}$, which is small. In sputtering theory this length is tied to the depth at which the ions deposit their energy, a few nanometres, and it can be ten or more times larger. With both $\lambda$ ten times smaller, the threshold slope would be $0.48$, at the edge of the small-slope model. A height of $0.25\ \mathrm{nm}$ is also only about one atomic layer. The numbers therefore illustrate the mechanism within the equation; they do not show that a real eroded surface reaches the protected range while its slopes are still small.

\subsection{Damping at large amplitude}

For fixed $q\ne0$ the damping at large $A$ can be found in leading order. Put $\varphi=g(u)e^{iqw}$. The shear term is $-iq\mu Ak\sin(ku)\,g$. Neighbouring points with different shear velocity soon fall out of phase, so the slowest decay is expected where that velocity is stationary, at $\sin(ku)=\pm1$. With $\xi$ the distance from such a point, $\sin(ku)\approx\pm(1-k^2\xi^2/2)$. Apart from an imaginary constant, which does not affect decay, the operator acting on $g$ is the negative of
\begin{equation}
K\frac{d^4}{d\xi^4}\pm ib\xi^2,\qquad b=\tfrac12|q\mu Ak|k^2 .
\end{equation}
Take the upper sign; the lower one gives the complex conjugate. Substitute $\xi=e^{-i\pi/12}\ell y$ with $\ell^6=K/b$. The first term acquires the phase $e^{4i\pi/12}=e^{i\pi/3}$. The second acquires $e^{i\pi/2-i\pi/6}=e^{i\pi/3}$, the same phase. Both have magnitude $K\ell^{-4}=b\ell^2=K^{1/3}b^{2/3}$, and the operator becomes
\begin{equation}
e^{i\pi/3}K^{1/3}b^{2/3}\left(\frac{d^4}{dy^4}+y^2\right).
\end{equation}
The rotation is allowed because the eigenfunctions still decay. At large $y$ they behave as $\exp(-\frac23e^{\pm i\pi/4}y^{3/2})$, and real $\xi$ adds a phase $\pi/8$ to $y^{3/2}$, which leaves the real part of the exponent negative.

A Fourier transform exchanges $y$ and $p=-i\,d/dy$, so the bracket has the eigenvalues of $p^2+y^4$. The lowest is $E_0=1.0604$. Since $\cos(\pi/3)=\frac12$, the slowest rate $S$ satisfies
\begin{equation}
\mathrm{Re}\,S\simeq-\tfrac12E_0K^{1/3}b^{2/3}\propto-A^{2/3}.
\label{eq:law}
\end{equation}
The neglected second derivatives and the next term of the sine are smaller by a factor of order $\ell^2\propto A^{-1/3}$. For the smallest $q$ in the box, the matrix result divided by (\ref{eq:law}) is $0.974$ at $A=10^4\ \mathrm{nm}$ and $0.994$ at $10^6\ \mathrm{nm}$. The deviation falls by the expected factor $100^{-1/3}=0.22$. These amplitudes test the mathematics and lie far outside the small-slope model. At $A=2\ \mathrm{nm}$ the law would give $-2.7\times10^{-3}\ \mathrm{s^{-1}}$ for that $q$, well above the tabulated damping in magnitude, so it is a trend there and not an estimate.

\subsection{The full equation}

The eigenvalues assume a fixed ripple, yet the ripple grows at a rate comparable with the damping. The full equation was therefore integrated from a ripple with $A=0.5\ \mathrm{nm}$ and noise of rms height $0.05\ \mathrm{nm}$. In a control run only the sign of $\lambda_y$ was reversed.

\begin{center}
\begin{tabular}{cccc}
$t$ (s) & $A$ (nm) & other waves, rms (nm) & control, rms (nm)\\
0 & 0.500 & 0.050 & 0.357\\
1000 & 0.853 & 0.011 & 0.066\\
2500 & 1.981 & 0.002 & 0.078
\end{tabular}
\end{center}

The ripple grows while the noise dies. Its rate over the last $1000\ \mathrm{s}$ is $5.62\times10^{-4}\ \mathrm{s^{-1}}$, in agreement with $\sigma_*$. The control collapses to a low corrugation and stays low for the rest of the run. Since the linear terms are identical, the difference is due to the sign of $\lambda_y$.

The final amplitude is $2.9\%$ below the value $2.040\ \mathrm{nm}$ of undisturbed growth, and nearly all of this deficit arises in the first $500\ \mathrm{s}$. Equation (\ref{eq:modes}) shows its origin. The ripple amplitude can be changed, beyond its linear growth, only by pairs of other waves, and this effect fades as the square of their height.

At the end the slope amplitude is $0.38$, and a small-slope model is near the limit of its use. The run shows that a ripple starting at twice the threshold amplitude persists under this noise. It does not show that an arbitrary rough surface develops one.

\subsection{What each derivation assumes}

Both derivations assume constant coefficients, small slopes and a nonlinearity made of $h_x^2$ and $h_y^2$ alone. Neither needs a small ripple amplitude within that model. Both would fail with an added term proportional to $\nabla^2(\nabla h)^2$, which for straight crests equals $\partial_u^2(F_u^2)$ and does not vanish at the cancellation angle.

The first derivation assumes straight crests from the start. It requires $F$ to have four derivatives, but neither periodicity nor a Fourier expansion, so it also covers an isolated ridge. It says nothing about disturbances that bend the crests.

The second assumes a periodic surface whose Fourier series may be differentiated and multiplied term by term. The box must also contain a wavevector in the cancellation direction; a box that does not fit this direction excludes the mode. In return, the straight crests need not be imposed at later times: the closure of the line preserves them. The same coefficient $B$ gives both the absence of self-coupling, $B(\mathbf n,\mathbf n)=0$, and the shear that acts on other waves, $B(\mathbf n,\mathbf t)=\mu$. The numerical output gives the values at the remaining times.

\section*{Numbers as computed}
\begin{verbatim}
nu_x, nu_y = -0.04, 0.01 nm^2/s;  K = 0.4 nm^4/s
lam_x, lam_y = 1.0, -4.0 nm/s
cancellation angle from formula = 26.5651 deg
cancellation angle from profile scan = 26.5651 deg
cos^2, sin^2 of angle = 0.8000, 0.2000
cross coefficient of two directions = 1.6000 nm/s
crest shear coefficient mu = -2.0000 nm/s
effective nu_c = -0.03000 nm^2/s
fastest cancellation wavenumber = 0.19365 1/nm
fastest cancellation wavelength = 32.446 nm
its growth rate = 5.6250e-04 1/s
its e-folding time = 1777.8 s
fastest linear rate along x = 1.0000e-03 1/s
second case lam_x, lam_y = 6.0, -1.0 nm/s
second case angle = 67.792 deg, nu_c = 0.00286 nm^2/s
box side = 72.552 nm, grid = 48 x 48, time step = 1.0 s
relative energy input, cancellation ripple = 4.3e-18 1/s
relative energy input, ripple along x = 7.79e-04 1/s
threshold amplitude in this box = 0.2495 nm
threshold slope A*k = 0.0483
top perturbation rate at A = 0.0 nm: 8.775e-04 1/s
top perturbation rate at A = 0.5 nm: -2.064e-04 1/s
top perturbation rate at A = 1.0 nm: -6.831e-04 1/s
top perturbation rate at A = 2.0 nm: -1.459e-03 1/s
lowest eigenvalue E0 of p^2 + x^4 = 1.060362
damping / asymptotic law at A = 1e4 nm: 0.9740
damping / asymptotic law at A = 1e6 nm: 0.9944
t (s) | ripple A, A0*exp(sigma t), rest rms, control rms (nm)
     0 | 0.5000, 0.5000, 5.00e-02, 0.3571
   500 | 0.6448, 0.6624, 1.75e-02, 0.0740
  1000 | 0.8525, 0.8775, 1.09e-02, 0.0660
  1500 | 1.1288, 1.1625, 6.84e-03, 0.0712
  2000 | 1.4953, 1.5401, 4.07e-03, 0.0755
  2500 | 1.9809, 2.0403, 2.04e-03, 0.0777
late growth rate in full equation = 5.6235e-04 1/s
final ripple slope A*k = 0.3836
\end{verbatim}
